# The multicollinear spin-flip kernel as an integral over scaled spin polarization

A spin-flip response calculation needs a number at every grid point for the coupling between transitions that turn an α electron into a β electron. In the local density approximation (LDA) that number can be computed as $(v_\alpha-v_\beta)/(\rho_\alpha-\rho_\beta)$, which becomes zero over zero wherever the two spin densities meet. For a gradient-corrected functional (GGA) the analogous quotient can diverge at such places. The decision is whether to keep the quotient or to replace it by an average of ordinary collinear second derivatives, and how many points that average needs.

## The statement and its conventions

Hartree atomic units are used. Let $E[n,s]$ be a collinear exchange-correlation functional of the density $n=\rho_\alpha+\rho_\beta$ and the spin density $s=\rho_\alpha-\rho_\beta$. Reversing all spins leaves the energy unchanged, so $E$ is even in $s$. Assume $|s|<n$; full polarization is taken as a limit. The functional is pure: it contains no exact exchange.

Since $\rho_{\alpha,\beta}=(n\pm s)/2$, a derivative in $s$ at fixed $n$ is half the α derivative minus half the β derivative. Hence

$$B=\frac{\delta E}{\delta s}=\frac{v_\alpha-v_\beta}{2},\qquad
K=\frac{\delta^2E}{\delta s\,\delta s'}=\frac14\left(f_{\alpha\alpha}-f_{\alpha\beta}-f_{\beta\alpha}+f_{\beta\beta}\right),$$

where $v_\sigma$ and $f_{\sigma\sigma'}$ are first and second derivatives in the spin densities, and a prime on a field means that it is taken at $\mathbf r'$.

Extend $E$ to a magnetization vector $\mathbf m(\mathbf r)$, and let the reference be collinear, $\mathbf m=(0,0,s)$. The transverse kernel $K_T$ is the second derivative in $m_x$. The result to be derived is

$$K_T(\mathbf r,\mathbf r')=\int_0^1 dt\;K(\mathbf r,\mathbf r')[n,ts].\tag{1}$$

The whole function $s$ is scaled by $t$ while $n$ is held fixed.

The response equations use the density-matrix elements $a=\rho_{\alpha\beta}$ and $b=\rho_{\beta\alpha}$, with $m_x=a+b$ and $m_y=i(a-b)$. Then

$$m_xm_x'+m_ym_y'=(a+b)(a'+b')-(a-b)(a'-b')=2(ab'+ba').$$

Spin rotation about $z$ makes the $x$ and $y$ kernels equal, so the second-order energy is

$$\frac12\iint K_T(m_xm_x'+m_ym_y')=2\iint K_T\,a\,b'.$$

The last step uses the symmetry of $K_T$. The spin-flip response kernel is therefore $2K_T$.

## First derivation: averaging over directions

Build the extension from collinear evaluations along all unit vectors $\mathbf e$:

$$E_{\rm MC}[n,\mathbf m]=\int\frac{d\Omega}{4\pi}\,E_{\rm eff}[n,\mathbf m\cdot\mathbf e].$$

This is unchanged by a global spin rotation. The even functional $E_{\rm eff}$ is fixed by requiring the original energy for collinear magnetization. There $\mathbf m\cdot\mathbf e=s\cos\theta$, and evenness folds the average onto $t=\cos\theta>0$:

$$\int_0^1E_{\rm eff}[n,ts]\,dt=E[n,s].$$

Replace $s$ by $\lambda s$, set $u=\lambda t$, and multiply by $\lambda$:

$$\int_0^\lambda E_{\rm eff}[n,us]\,du=\lambda E[n,\lambda s].$$

Differentiation at $\lambda=1$ gives the unique solution

$$E_{\rm eff}[n,s]=E[n,s]+\int s(\mathbf r)B(\mathbf r)\,d\mathbf r.$$

Its first derivative is $2B+\int K s''$, because the explicit $s$ in the last term contributes one further $B$. Differentiating again gives $2K$ from the first term, another $K$ from the explicit $s''$, and a third-derivative term. Evaluated at $ts$, that third-derivative term is the change of $K$ along the scaling path:

$$K_{\rm eff}[n,ts]=3K[n,ts]+t\frac{d}{dt}K[n,ts].$$

Now tilt the magnetization to $\mathbf m=(x,0,s)$. The projection is $s\cos\theta+x\sin\theta\cos\phi$. Two derivatives in $x$ bring down $\sin^2\theta\cos^2\phi$, and the average over $\phi$ gives one half:

$$K_T=\int_0^1\frac{1-t^2}{2}\left(3K+t\frac{dK}{dt}\right)dt.$$

Integrate the derivative term by parts. Since $d(t-t^3)/dt=1-3t^2$,

$$K_T=\left[\frac{t-t^3}{2}K\right]_0^1+\int_0^1\left[\frac{3-3t^2}{2}-\frac{1-3t^2}{2}\right]K\,dt.$$

The bracket in the integral equals one. The boundary term vanishes at $t=0$ if $K[n,0]$ is finite, and at $t=1$ if $(1-t)K\to0$. Equation (1) follows.

The same average must return the collinear kernel for a change of $m_z$. That change brings down $\cos^2\theta=t^2$, so

$$\int_0^1t^2\left(3K+t\frac{dK}{dt}\right)dt=\int_0^1\frac{d}{dt}(t^3K)\,dt=K[n,s],$$

provided $t^3K$ vanishes at the lower end. Mixed derivatives between $m_x$ and either $m_z$ or $n$ contain one factor $\cos\phi$ and average to zero. The mixed $m_x$–$m_y$ derivative contains $\sin\phi\cos\phi$ and also vanishes.

## Second derivation: counting spin pairs

Suppose instead that $E$ has a convergent expansion in even powers of $s$,

$$E[n,s]=\sum_k C_k[s,s,\ldots,s],$$

where $C_k$ has $2k$ arguments, is symmetric in them, and may depend on $n$. To make a term invariant under spin rotation, group its arguments in pairs and replace each product $s(\mathbf r_1)s(\mathbf r_2)$ by $\mathbf m(\mathbf r_1)\cdot\mathbf m(\mathbf r_2)$. Because $C_k$ is symmetric, the choice of pairing does not matter. For collinear magnetization the original term returns.

For $\mathbf m=(x,0,s)$ each pair becomes $ss'+xx'$. A contribution of second order in $x$ takes the product $xx'$ from one of the $k$ pairs:

$$E^{(2)}_{k,T}=k\,C_k[x,x,s,\ldots,s].$$

A collinear change $s\to s+x$ can instead place the two factors $x$ in any two of the $2k$ arguments:

$$E^{(2)}_{k,\parallel}=\frac{2k(2k-1)}{2}C_k[x,x,s,\ldots,s]=(2k-1)\,E^{(2)}_{k,T}.$$

Thus the transverse contribution is the collinear one divided by $2k-1$. The collinear second derivative of this term contains $2k-2$ factors of $s$, so evaluating it at $ts$ multiplies it by $t^{2k-2}$. The required divisor is supplied by

$$\int_0^1t^{2k-2}dt=\frac1{2k-1}.$$

Summing over $k$ gives equation (1), provided the sum and the integral may be interchanged.

This route shows what the integral does. A collinear change can alter two spin factors belonging to different pairs, whereas a small transverse tilt contributes at second order through both members of one pair. At small $s$, the leading correction to $K[n,0]$ is quadratic, and in $K_T$ it is one third of its value in $K$.

## Recovery of LDA

For LDA, $E=\int f(n,s)\,d\mathbf r$ and $K=f_{ss}\,\delta(\mathbf r-\mathbf r')$. At a point where $s\ne0$,

$$\int_0^1f_{ss}(n,ts)\,dt=\frac1s\int_0^1\frac{d}{dt}f_s(n,ts)\,dt=\frac{f_s(n,s)}s,$$

because $f_s(n,0)=0$ for an even function. The noncollinear LDA energy $f(n,|\mathbf m|)$ gives the same value directly. For a small tilt, $|\mathbf m|=\sqrt{s^2+x^2}\simeq|s|+x^2/(2|s|)$, and the coefficient of $x^2/2$ is $f_s(n,|s|)/|s|=f_s(n,s)/s$. In spin-density variables,

$$2K_T=\frac{v_\alpha-v_\beta}{\rho_\alpha-\rho_\beta}\,\delta(\mathbf r-\mathbf r').$$

At $s=0$ the integrand is constant and the integral is $f_{ss}(n,0)$. No division takes place.

For LDA with VWN correlation at $n=0.10$ bohr$^{-3}$ and polarization $s/n=0.5$, both expressions give $-1.215394$ hartree bohr$^3$. At zero polarization the integral gives $-1.168068$ hartree bohr$^3$. At polarization $10^{-12}$ the largest relative error over four densities, measured against the $s=0$ limit, is $5.7\times10^{-4}$ for the quotient and $2.0\times10^{-15}$ for the integral. The quotient subtracts two potentials that agree in nearly all their stored digits; the integral does not.

## A GGA at a node of the spin density

For a GGA the energy density depends on $s$ and $\nabla s$, and both scale with $t$. With $D_0x=x$ and $D_ix=\partial_ix$, the transverse quadratic form is

$$\iint xK_Tx'=\int d\mathbf r\sum_{\mu\nu}(D_\mu x)\left[\int_0^1f_{\mu\nu}(n,\nabla n,ts,t\nabla s)\,dt\right](D_\nu x),$$

where $f_{\mu\nu}$ is a second derivative in $(s,\nabla s)$. The kernel acts on gradients and is not a multiplicative factor.

The locally collinear extension $E[n,|\mathbf m|]$ is different. Its transverse kernel is $(B/s)\,\delta(\mathbf r-\mathbf r')$ away from nodes. A simple term shows the contrast. For $E=c\int|\nabla s|^2$, integration by parts gives $B=-2c\nabla^2s$, which need not vanish where $s$ does, so $B/s$ can diverge. The pairing rule gives $c\int\sum_a|\nabla m_a|^2$, whose transverse part $c\int|\nabla x|^2$ is regular.

A radial model shows this for the OLYP functional. With $r$ in bohr and densities in bohr$^{-3}$, take

$$n=0.3e^{-r},\qquad s=0.6\,n\,\frac{1-r^2/4}{1+r^2/4},\qquad x=0.3\,n\,r\,e^{-r/2}.$$

The spin density changes sign at $r=2$ bohr, where $B=-0.00198$ hartree. At distances $10^{-3}$, $10^{-4}$ and $10^{-5}$ bohr outside the node, $B/s$ is $160$, $1623$ and $16253$ hartree bohr$^3$. It grows tenfold at each step, as a nonzero $B$ divided by a linearly vanishing $s$ must. The integrated coefficient of $x^2$ at the node is $-2.620$ hartree bohr$^3$, that of the squared radial gradient is $-0.479$ hartree bohr$^5$, and the mixed element coupling $x$ to its radial gradient is $-0.483$ hartree bohr$^4$; all are finite. In LDA, where $B$ vanishes with $s$, the quotient approaches $-2.005$ hartree bohr$^3$.

The transverse second variation was also tested against finite differences of the energy averaged explicitly over directions, integrated from $r=0$ to 8 bohr. For OLYP both routes give $-0.019153$ hartree, and for LDA both give $-0.018568$ hartree. The corresponding longitudinal test also holds for both functionals.

## Spin rotation as a check on the kernel

Apply $K_T$ to the spin density itself:

$$\int K_T(\mathbf r,\mathbf r')s(\mathbf r')\,d\mathbf r'=\int_0^1\frac{d}{dt}B(\mathbf r)[n,ts]\,dt=B(\mathbf r),\tag{2}$$

since $B[n,0]=0$. This has a consequence for the response equation. Use real orbitals, with $i,a$ an occupied α and an empty β orbital, and $j,b$ an occupied β and an empty α orbital. The amplitudes $z=(X_{ia},Y_{jb})$ obey

$$Mz=\omega\eta z,\qquad \eta=\mathrm{diag}(1,-1),$$

where $M$ contains the orbital gaps $\varepsilon_a^\beta-\varepsilon_i^\alpha$ and $\varepsilon_b^\alpha-\varepsilon_j^\beta$ on its diagonal, plus matrix elements of $2K_T$ between orbital products. The Hartree term is absent because a spin flip does not change $n$ at first order.

Lowering the total spin projection corresponds to

$$X_{ia}=\langle a\beta|i\alpha\rangle,\qquad Y_{jb}=-\langle b\alpha|j\beta\rangle,$$

where the brackets are spatial overlaps. If both spins use the same basis, completeness gives

$$\sum_{ia}X_{ia}\phi_i^\alpha\phi_a^\beta=\rho_\alpha-\sum_{ij}\langle j\beta|i\alpha\rangle\phi_i^\alpha\phi_j^\beta.$$

The $Y$ part gives $-\rho_\beta$ plus the same double sum, so the total transition density is $s$. By equation (2), the kernel turns it into $2B=v_\alpha-v_\beta$. This is also the difference of the two Kohn–Sham Hamiltonians, so its matrix element in the first block is

$$\langle a\beta|v_\alpha-v_\beta|i\alpha\rangle=(\varepsilon_i^\alpha-\varepsilon_a^\beta)X_{ia}.$$

It cancels the gap term. In the second block the kernel gives $(\varepsilon_b^\alpha-\varepsilon_j^\beta)\langle b\alpha|j\beta\rangle$, which cancels the gap multiplied by $Y_{jb}$. Hence $\omega=0$, as expected when a spin multiplet is rotated without a magnetic field or spin–orbit coupling. The norm $z^T\eta z$ is $N_\alpha-N_\beta$, because the occupied–occupied overlaps cancel.

Omitting the $Y$ block, the Tamm–Dancoff approximation, removes part of this cancellation. Condition (2) does not select between GGA extensions: away from nodes, $(B/s)\,\delta(\mathbf r-\mathbf r')$ satisfies it too.

## Carbon, and the end of the integration path

The quintet $2s2p^3$ state of carbon is a demanding reference, because its valence electrons are all α while the β electron occupies $1s$. Flipping a $2p$ electron into the β $2s$ orbital gives the $M_S=1$ components of the $2s^22p^2$ triplet $P$ term. The calculations use the cc-pVTZ basis and 60 points in $t$, with the substituted rule described below.

In LDA the $2s\beta$–$2p\alpha$ orbital gap is $-7.9494-(-6.8315)=-1.118$ eV. The response root is $-3.205$ eV ($-0.11778$ hartree), so coupling and mixing lower it by a further 2.087 eV. It is threefold, as a $P$ term requires, and the quotient kernel gives the same value to the printed digits. Without the kernel the spin-lowering vector is not an eigenvector, and its expectation value $z^TMz/z^T\eta z$ is 7.05 eV; with the kernel, the root nearest zero is $2.3\times10^{-8}$ eV. Tamm–Dancoff moves the mode to 0.0014 eV.

OLYP places the triplet at $-4.70$ eV ($-0.1728$ hartree) relative to the quintet. Its root nearest zero is 0.0037 eV. The exact integral over $t$ would give zero by equation (2); this residue changes with the number of $t$ points ($-0.0017$ eV at 10, $0.0040$ eV at 40) and is not a property of the functional. The Tamm–Dancoff value, 0.0038 eV, is too close to this residue to be read as a physical shift. These are results of approximate, adiabatic, nonrelativistic functionals in one basis and on one spatial grid (50 radial by 194 angular points). Convergence with basis and grid was not examined, so the digits describe this setting and not the basis-set limit.

The end $t=1$ of the path needs care, although it has not been shown to cause the OLYP residue: LDA, with the same rule, has no comparable residue, and the power found next is derived for local exchange only. For a fully polarized density $\rho_\beta(t)=(1-t)n/2$. Local exchange contains $\rho_\beta^{4/3}$, so its second derivative grows as $(1-t)^{-2/3}$. This is integrable, and $(1-t)K$ still vanishes, but ordinary Gauss–Legendre quadrature converges slowly. The substitution $1-t=(1-u)^3$ gives $dt=3(1-u)^2du$, which cancels that power. If $K$ grows as $(1-t)^{-p}$ with $p\ge1$, the integral itself diverges.

For OLYP the expectation value $z^TMz/z^T\eta z$ of the spin-lowering vector, which should be zero, tests one contraction of the kernel. It contains the quadrature error in $t$ together with any numerical error in the second derivatives:

| Points | Plain rule (eV) | Substituted rule (eV) |
|---:|---:|---:|
| 5 | 2.184 | −0.0157 |
| 10 | 1.355 | −0.0017 |
| 20 | 0.610 | −23.04 |
| 40 | 0.268 | 0.0040 |

The substitution is much better at three of the four sizes and fails badly at 20 points. It therefore does not give dependable convergence for OLYP here. The failure is not an error in the second derivatives: closed-form OPTX and LYP derivatives give the same entries, including $-23.04$ eV. It is an error of the quadrature in $t$ on a correctly evaluated integrand. A narrow, very large peak where the β density along the path is tiny is a possible cause, but its location was not isolated. A small zero-mode error is a necessary check; it does not bound the error of the triplet energy. With the substituted rule the lowest root is $-4.704$, $-4.702$ and $-4.702$ eV at 10, 40 and 60 points, but a spurious $-46.2$ eV at 20 points.

For LDA the choice is simple: the quotient serves where $s$ is well away from zero, and the integral serves at and near $s=0$. For a GGA the integral avoids the nodal divergence, but a strongly polarized reference calls for several quadrature sizes and a look at the zero mode at each.

## What each derivation assumes

The direction average assumes a form for the noncollinear functional. It then needs derivatives along the path from $0$ to $s$ and the stated endpoint behaviour, but no power series. The pair count needs a convergent series in $s$, and assumes that the collinear coefficients $C_k$ are the whole functional. In return it avoids both $E_{\rm eff}$ and the integration by parts.

Neither set of assumptions follows from collinear energies. One could add

$$\Delta E=\frac12\iint D(\mathbf r,\mathbf r')\,|\mathbf m\times\mathbf m'|^2$$

with symmetric $D$. This is invariant under global spin rotation and vanishes for every collinear magnetization. For a tilt $x$, however, it contributes $\frac12\iint D\,(sx'-s'x)^2$ and so changes $K_T$. It even preserves condition (2), since the contribution and its first derivative vanish for $x\propto s$. Equation (1) is thus the kernel of a definite extension, not a property of the exact functional. In LDA the ambiguity disappears: a local energy without gradients that is invariant under spin rotation can depend on $\mathbf m$ only through $|\mathbf m|$, and both derivations return its kernel.

The numerical output below gives the values at higher precision.

## Computed values

```
LDA, n = 0.10 bohr^-3, polarization 0.5:
  K_T by integral  -1.21539429 hartree bohr^3
  K_T by quotient  -1.21539429 hartree bohr^3
LDA, polarization 1e-12, largest relative error, 4 densities:
  integral 2.0e-15   quotient 5.7e-04
  K_T at s = 0, n = 0.10: -1.16806815 hartree bohr^3
Radial model, second variation of the energy (hartree):
  LDA transverse: differences -0.01856818, formula -0.01856818
  LDA longitudinal: differences -0.01888366, formula -0.01888366
  OLYP transverse: differences -0.01915281, formula -0.01915281
  OLYP longitudinal: differences -0.01916379, formula -0.01916379
B/s near the node of s at 2 bohr (hartree bohr^3):
  offset 1e-03 bohr: LDA -2.00605, OLYP 1.6032e+02
  offset 1e-04 bohr: LDA -2.00498, OLYP 1.6232e+03
  offset 1e-05 bohr: LDA -2.00488, OLYP 1.6253e+04
  OLYP B at the node: -0.001980 hartree
  OLYP integrated s-s coefficient at node: -2.62019 hartree bohr^3
  OLYP integrated radial grad-grad coefficient: -0.47918 hartree bohr^5
Carbon atom, quintet reference, cc-pVTZ:
 LDA: total energy -37.317497 hartree, <S^2> = 6.00002
  orbital energies: 2p alpha -6.8315, 2s beta -7.9494 eV
  triplet P minus quintet: -3.2048 eV = -0.117775 hartree
  spread of its three roots: 2.3e-13 eV
  root nearest zero: 2.28e-08 eV
  spin-lowering mode without kernel: 7.0493 eV
  Tamm-Dancoff: triplet P -3.2044 eV, lowering mode 0.00142 eV
  triplet P with LDA quotient kernel: -3.2048 eV
 OLYP: total energy -37.671441 hartree, <S^2> = 6.00000
  orbital energies: 2p alpha -6.4615, 2s beta -8.4283 eV
  triplet P minus quintet: -4.7020 eV = -0.172795 hartree
  spread of its three roots: 2.5e-13 eV
  root nearest zero: 3.72e-03 eV
  spin-lowering mode without kernel: 6.4135 eV
  Tamm-Dancoff: triplet P -4.7020 eV, lowering mode 0.00381 eV
  lowering-mode energy (eV) against number of t points:
    5 points: plain 2.18354, substituted -0.015684
   10 points: plain 1.35498, substituted -0.001690
   20 points: plain 0.60995, substituted -23.042351
   40 points: plain 0.26833, substituted 0.003963
```
